# Optimum gain of an electron-injected avalanche photodiode with a noisy amplifier

## Question

I am stuck on an exercise about an avalanche photodiode. Electrons are injected into the multiplication layer, and the ratio of the hole to the electron ionization coefficient is $k=0.1$. The amplifier's current-noise density is 818 times the electron charge times the primary current. I have to minimize the input-referred noise and show that the best mean gain is 20.

I took the shot noise of the primary current as $qI$ per hertz, multiplied it by the excess noise factor
$$F=kM+(1-k)\left(2-\frac1M\right),$$
added the amplifier noise divided by $M^2$, and minimized. I get a gain of about 25. Where is the mistake? I also took $F$ on trust; where does it come from, and how far can the result be relied on in a real diode?

## Answer

Your minimization is sound, but it mixes two conventions for spectral density. If noise power is assigned to positive frequencies only (a one-sided density, the usual meaning of an amplifier specification in $\mathrm{A^2/Hz}$), the shot noise of a current $I$ is $2qI$, not $qI$. Both the factor 2 and $F$ can be derived from the ionization process.

### The model

Let the layer extend from $x=0$ to $x=W$. Electrons enter at $x=0$ and drift towards $W$; holes drift towards $0$. In a path $dx$ an electron creates a new pair with probability $\alpha\,dx$ and a hole with probability $\beta\,dx$, whatever their history. This is the local model. The field may vary with position, but $k=\beta/\alpha$ is taken as constant, with $0<k<1$.

Measure position by
$$s(x)=\int_0^x\alpha(x')\,dx',\qquad S=s(W).$$
An electron then ionizes with probability $ds$ and a hole with probability $k\,ds$, so the field profile drops out.

Each created pair sends one charge $q$ through the external circuit, because the electron's path to $W$ and the hole's path to $0$ add up to the full layer width. The injected electron crosses the whole layer and also contributes $q$. One primary electron therefore delivers a charge $qG$, where the random gain $G$ is one plus the number of ionizations. The algebra keeps $q$ visible; in atomic units it equals 1.

### Mean gain

Let $m(s)$ be the mean number of pairs that result from one pair born at $s$, itself included. Its electron travels from $s$ to $S$ and its hole from $s$ to $0$. Every ionization on the way starts a new avalanche, so
$$m(s)=1+\int_s^S m(s')\,ds'+k\int_0^s m(s')\,ds'.$$
Differentiation gives $m'=-m+km=-(1-k)m$. For an electron injected at $s=0$ the hole term vanishes, so $m(0)$ is the mean gain $M$. With $a=1-k$,
$$m(s)=Me^{-as}.$$

To relate $M$ to $S$, put $s=S$ in the integral equation and write $E=e^{-aS}$:
$$ME=1+k\int_0^S Me^{-as}\,ds=1+\frac{kM}{a}(1-E).$$
Multiply by $a$ and collect the terms in $ME$, using $a+k=1$:
$$ME=a+kM,\qquad E=k+\frac{1-k}{M},\qquad M=\frac{1-k}{E-k}.$$
The mean gain diverges when $E$ falls to $k$. That is avalanche breakdown, and everything below refers to operation short of it.

### Excess noise factor

Let $g(s)$ be the mean square of the pair number for a pair born at $s$. In a short interval $ds'$ the electron either starts an avalanche, with probability $ds'$, or does nothing. The contribution of this interval has mean square $g(s')\,ds'$. The square of its mean is of order $(ds')^2$ and drops out, so its variance is also $g(s')\,ds'$. Different intervals contribute independently, because in the local model an ionization does not alter the carrier that caused it. The same holds for the hole with weight $k$. Hence the variance $u=g-m^2$ is
$$u(s)=\int_s^S g(s')\,ds'+k\int_0^s g(s')\,ds'.$$

Differentiate and insert $g=u+m^2$:
$$u'=-ag=-au-aM^2e^{-2as}.$$
Multiplication by $e^{as}$ makes the terms in $u$ a total derivative:
$$\frac{d}{ds}\left(ue^{as}\right)=-aM^2e^{-as}\quad\Rightarrow\quad ue^{as}=M^2e^{-as}+C.$$
Therefore
$$u=Ce^{-as}+M^2e^{-2as},\qquad g=Ce^{-as}+2M^2e^{-2as}.$$

The constant $C$ follows from the integral equation at $s=0$, which reads $u(0)=\int_0^S g\,ds$:
$$C+M^2=\frac{C}{a}(1-E)+\frac{M^2}{a}(1-E^2).$$
The expression for $E$ gives $1-E=a(1-1/M)$. With $1-E^2=(1-E)(1+E)$,
$$C+M^2=C\left(1-\frac1M\right)+M^2\left(1-\frac1M\right)(1+E).$$
Move the $C$ terms to the left, where $C/M$ remains, and multiply by $M$:
$$C=M^2\left[(M-1)(1+E)-M\right]=M^2\left[(M-1)E-1\right].$$

The excess noise factor is the mean square gain divided by the squared mean gain:
$$F=\frac{g(0)}{M^2}=\frac{C}{M^2}+2=1+(M-1)E.$$
Inserting $E$ gives
$$F=1+k(M-1)+(1-k)\left(1-\frac1M\right)=kM+(1-k)\left(2-\frac1M\right),$$
which is your formula. At $k=0$, $F$ stays below 2 however large the gain. For $k>0$ the term $kM$ eventually dominates: holes travel back and start further avalanches, and this feedback makes the relative fluctuations grow without limit as the gain rises.

At $k=0.1$ and $M=20$, $E=0.1+0.9/20=0.145$ and $F=1+19\times0.145=3.755$. As a test, 200,000 avalanches were followed ionization by ionization at the corresponding $S=2.1456$. They gave a mean gain of 20.10 and $F=3.77$.

### Where the factor 2 comes from

Primary electrons arrive independently at the mean rate $r=I/q$. By the same interval argument, the charge $Q$ collected in a long time $T$ has variance
$$\operatorname{var}Q=rT\,q^2\langle G^2\rangle=qI\,T\,M^2F.$$
A current with a flat one-sided density $S_i$ gives
$$\operatorname{var}Q=\int_0^\infty S_i\left[\frac{\sin(\pi fT)}{\pi f}\right]^2df=\frac{S_iT}{2}.$$
Equating the two yields
$$S_i=2qI\,M^2F.$$
The density is flat at frequencies well below the inverse duration of an avalanche. The spectrum of a simulated pulse train, with gains drawn from the avalanches above, was 1.025 times this value at low frequency. The test allowed 6 percent for sampling.

### The minimum

The amplifier noise $S_a$ is independent of the diode current, so the power densities add. An input current is amplified by $M$, so referring noise power to the primary current means dividing by $M^2$:
$$N(M)=2qI\,F(M)+\frac{S_a}{M^2}.$$

Keep $I$, $S_a$ and $k$ fixed while the gain is varied. Since $dF/dM=k+(1-k)/M^2$,
$$\frac{dN}{dM}=2qI\left(k+\frac{1-k}{M^2}\right)-\frac{2S_a}{M^3}
=\frac{2}{M^3}\left\{qI\left[kM^3+(1-k)M\right]-S_a\right\}.$$
The expression in braces increases steadily with $M$, so it changes sign at most once, from negative to positive. At $M=1$ it equals $qI-S_a$. If $S_a>qI$, there is one minimum above unit gain, at
$$\frac{S_a}{qI}=kM^3+(1-k)M.$$
If $S_a\le qI$, the slope is nowhere negative for $M\ge1$, and no multiplication is best.

For $k=0.1$ and $M=20$,
$$0.1\times8000+0.9\times20=800+18=818.$$
Because the right-hand side is increasing, the statement works both ways: $S_a=818\,qI$ gives $M=20$, and no other value of $S_a/(qI)$ does.

With $qI$ in place of $2qI$, the condition becomes $kM^3+(1-k)M=2\times818$, whose root is 25.27. That is your 25. You could use two-sided densities throughout, but the amplifier density would then also be halved, to $409\,qI$, and the optimum would return to 20.

The minimum was also located without the closed formula for $F$. The integral equations for $m$ and $g$ were solved on a grid for a layer with $\alpha\propto0.2+(x/W)^2$, and $N$ was minimized directly. The optimum came out at 20.000, which also tests the claim that the field profile drops out at constant $k$.

### Reading the result

In units of $2qI$ the noise is $F+409/M^2$:

| Gain | Noise$/(2qI)$ |
|---|---|
| 1 | 410 |
| 5 | 18.48 |
| 10 | 6.80 |
| 20 | 4.78 |
| 40 | 6.03 |

At the optimum the diode contributes 3.755 and the amplifier 1.0225. They are not equal, because the minimum balances slopes rather than sizes. Multiplying $dN/dM=0$ by $M/(2qI)$ gives
$$kM+\frac{1-k}{M}=2\,\frac{S_a}{2qIM^2}.$$
Here the left side is $2+0.045$ and the right side is $2\times1.0225$. The part of $F$ that grows as $kM$ is thus about twice the amplifier part.

Two limits are useful. When $kM^3\gg(1-k)M$, the optimum is
$$M\approx\left(\frac{S_a}{kqI}\right)^{1/3},$$
which gives 20.15 here. In this regime, eight times the primary current halves the best gain. In the opposite limit, $kM^2\ll1$, the condition reduces to $M\approx S_a/(qI)$: without hole feedback, a much higher gain pays. With $S_a/(qI)=818$ this would require $k$ far below $1/818^2\approx1.5\times10^{-6}$, so here it is a formal limit and not a rule for diodes with merely small $k$.

### Numbers for a device

Take $I=10$ nA at 300 K. The amplifier density is
$$S_a=818\times(1.602\times10^{-19}\,\mathrm C)\times(10^{-8}\,\mathrm A)=1.311\times10^{-24}\ \mathrm{A^2/Hz},$$
or 1.145 $\mathrm{pA/\sqrt{Hz}}$ in amplitude. The factor 818 belongs to the power density, not to this amplitude. A resistor $R$ has thermal noise $4k_BT/R$, with $k_B$ the Boltzmann constant, so the same noise would come from 12.6 kΩ.

At $M=20$ the input-referred density is $2qI\times4.7775=1.53\times10^{-26}\ \mathrm{A^2/Hz}$, or 0.124 $\mathrm{pA/\sqrt{Hz}}$. Compared with unit gain at the same primary current, the noise power is lower by a factor of 86.

For the layer, use $\alpha=\alpha_0e^{-b/\mathcal E}$ with rough values $\alpha_0=7\times10^5\ \mathrm{cm^{-1}}$ and $b=1.2$ MV/cm. A uniform field $\mathcal E=0.25$ MV/cm gives $\alpha\approx5800\ \mathrm{cm^{-1}}$. The required strength is $S=-\ln(0.145)/0.9=2.1456$, so the width is $W=S/\alpha\approx3.7$ µm.

### What a real diode changes

These parameters are in the rough regime of a silicon reach-through photodiode with a fast, low-noise amplifier. The value $k=0.1$ is high for that type, where a few hundredths is more usual. With $k=0.02$ and the same $S_a/(qI)$, the optimum condition gives $M\approx34$. The real field is also peaked rather than uniform. The assumption most directly broken is that $k$ stays fixed while the gain is tuned. Gain is raised by raising the field, and $k$ rises with it. Since $\partial F/\partial k=(M-1)^2/M>0$, this adds a cost to higher gain. With a rough hole field scale of 2.0 MV/cm, and $k=0.1$ at 0.25 MV/cm, the optimum of the model moves from 20 to 19.5.

Stability is the more serious concern. From $M=a/(E-k)$ and $dE/dS=-aE$,
$$\frac{dM}{dS}=\frac{a^2E}{(E-k)^2}=M^2E,$$
which is 58 at the operating point, so a small change in $S$ matters. In the model with field-dependent $k$, breakdown lies only 3.1 percent above the operating field. Suppose the field scales of both carriers rise by 0.1 percent per kelvin, a rough figure. At fixed field, 10 K of warming then lowers the gain from 20 to 14.8. With $S_a$ held fixed, the input-referred noise power rises by only 5.5 percent, mainly because the minimum is broad and partly because $k$ falls to 0.097, but the output signal falls by about a quarter. A real bias circuit has to compensate for this.

Other effects, sized for the same example:

- **Dead space.** A carrier must gain the ionization energy before it can ionize, both when it is new and again after each ionization it causes. For a rough threshold of 1.8 eV this takes at least 72 nm, the length without energy loss to the lattice. With $\alpha$ and $k$ unchanged beyond that distance, a simulation gives a gain of 13.0: every carrier has a dead length at its start and another after each ionization it causes, so it ionizes less often on its way out, and the gain is sensitive to such a loss. There $F\approx2.9$ (2.87 in the simulation, with a sampling error of about 0.02), against 3.03 from the local formula at the same gain, a reduction of about 5 percent. When the gain is retuned by width or field in this model, the optimum moves up by less than one percent, to between 20.1 and 20.2. The fall to 13 overstates the effect in a real diode, because coefficients fitted to measured multiplication already include the dead space. If the free paths beyond the dead length are shortened by two dead lengths, which roughly preserves the effective $\alpha$ and $\beta$, the gain is about 18 and the optimum about 20.6.
- **Unmultiplied leakage.** Surface current $I_L$ that bypasses the avalanche adds $2qI_L$ to $S_a$. For $I_L=100$ nA, $S_a/(qI)$ becomes 838 and the optimum 20.16. Dark current that enters the layer as electrons at $x=0$ is multiplied like the signal and belongs in $I$ instead.
- **Avalanche duration.** With both carriers moving at a rough $10^7$ cm/s, the simulated ionization times have an rms spread $\sigma=68$ ps. To leading order the signal power at frequency $f$ falls by the fraction $(2\pi f\sigma)^2$, or 0.18 percent at 100 MHz. This leaves out the later collection of the carriers.
- **Tunnelling.** For a triangular barrier of height $E_g$ and carrier mass $m_t$, the semiclassical exponent is
$$\frac{2}{\hbar}\int_0^{E_g/q\mathcal E}\sqrt{2m_t(E_g-q\mathcal Ex)}\,dx=\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3\hbar q\mathcal E}.$$
With rough values of 1.1 eV and 0.2 electron masses it is 141, so band-to-band tunnelling is negligible at this field.

The choice of injected carrier matters too. In 4H silicon carbide, a wide-gap material, holes ionize more readily than electrons, so holes should be injected. The derivation carries over with the two carriers exchanged and $k$ replaced by $\alpha/\beta$.

The full set of values is in the numerical output below.

## Calculated quantities

```
Ionization ratio k: 0.1
Amplifier density / (q I): 818
Layer strength S: 2.1456
End factor E: 0.1450
Second-moment constant C: 702.0
Simulated gain: 20.10
Simulated excess noise factor: 3.77
Moment-equation excess noise factor: 3.7550
Formula excess noise factor at M=20: 3.7550
Simulated / predicted shot density: 1.025
Optimum by direct minimization: 20.000
Optimum from cubic: 20.0000
Cube-root estimate of optimum: 20.15
Wrong optimum, shot density q I: 25.27
Primary current: 10.0 nA
Temperature: 300 K
Field: 0.25 MV/cm
Electron ionization prefactor: 7.0e+05 1/cm
Electron field scale: 1.2 MV/cm
Hole field scale: 2.0 MV/cm
Electron ionization coefficient: 5761 1/cm
Layer width: 3724 nm
Amplifier noise power density: 1.3106e-24 A^2/Hz
Amplifier noise amplitude: 1.145 pA/sqrt(Hz)
Resistor with same thermal noise: 12.64 kohm
Amplifier part / (2 q I), M=20: 1.0225
Total noise / (2 q I), M=1: 410.0000
Total noise / (2 q I), M=5: 18.4800
Total noise / (2 q I), M=10: 6.8000
Total noise / (2 q I), M=20: 4.7775
Total noise / (2 q I), M=40: 6.0331
Noise power reduction from M=1: 85.82
Best input noise density: 1.5309e-26 A^2/Hz
Best input noise amplitude: 0.1237 pA/sqrt(Hz)
Optimum gain with field-dependent k: 19.48
k at that optimum: 0.0998
Breakdown field: 0.2578 MV/cm
Field margin to breakdown: 3.10 percent
Gain after 10 K warming: 14.84
Noise power after warming / best: 1.055
Ionization threshold energy: 1.8 eV
Dead length: 72.0 nm
Gain with dead space, same alpha: 12.98
Excess noise factor with dead space: 2.867
Local-model factor at that gain: 3.029
Sampling error of second moment: 0.7 percent
Unmultiplied leakage: 100 nA
Optimum gain with leakage: 20.16
Carrier speed: 1e+07 cm/s
Transit time: 37.2 ps
Rms spread of ionization times: 68.1 ps
Signal frequency: 100 MHz
Signal power loss there: 0.18 percent
Tunnelling gap: 1.1 eV
Tunnelling mass: 0.2 electron masses
Tunnelling exponent: 141
```
